Static electric-field quenching of hydrogen 2S with a spinless nucleus, part 1

(Sections cited here and not found follow in the second part.)

**Quenching of the hydrogen 2S level by a static electric field**

The 2S1/2 level of hydrogen cannot reach 1S by emitting one electric-dipole photon, because both levels have even parity. A static electric field mixes it with the neighbouring 2P levels, which decay quickly.

Hartree atomic units are used: ħ = e = m_e = 4πε₀ = 1, c = 1/α, lengths in bohr, energies and rates in hartree. The nucleus is taken as infinitely heavy and spinless, and there is no magnetic field. The field has strength F along z. The electron has charge −1, so its energy in the field is H′ = +F z, which is eEz in ordinary units. Energies are measured from the field-free 2S1/2 level:

E(2S1/2) = 0,  E₁ = E(2P1/2) = −L,  E₃ = E(2P3/2) = Δ − L.

L > 0 is the Lamb shift, a radiative effect that enters here as an input, and Δ is the fine-structure splitting of 2P. The labels 1 and 3 stand for 2j. Wave functions are nonrelativistic unless stated otherwise, ψ = (u(r)/r) Y_lm, with

u₁ₛ = 2r e^(−r),  u₂ₛ = r(1 − r/2) e^(−r/2)/√2,  u₂ₚ = r² e^(−r/2)/√24.

The numerical check, with its output, supplies most of the numbers; the rest, such as the strong-field roots in (f) and the hyperfine factors in (i), are evaluated directly from the formulas given.

**(a) Evaluate r₂₂ = ⟨2p|r|2s⟩, r₁₂ = ⟨1s|r|2p⟩ and ⟨r⁻³⟩ in 2p, and find ⟨2p, m_l|z|2s⟩.**

Solution. All three radial integrals follow from ∫₀^∞ rⁿ e^(−br) dr = n!/b^(n+1).

For r₂₂ the normalizations combine to 1/√48 = 1/(4√3) and the exponent is b = 1:

r₂₂ = (1/√48) ∫ (r⁴ − r⁵/2) e^(−r) dr = (24 − 60)/(4√3) = −9/√3 = −3√3.

For r₁₂ the exponent is b = 3/2:

r₁₂ = (2/√24) · 4!/(3/2)⁵ = (48/√24)(32/243) = 4√6 · 32/243 = 128√6/243,

where 48/√24 = 2√24 = 4√6 was used. Finally

⟨r⁻³⟩ = (1/24) ∫ r e^(−r) dr = 1/24.

With z = r cos θ, Y₀₀ = 1/√(4π) and Y₁₀ = √(3/4π) cos θ, the angular factor is

∫ Y₁₀ cos θ Y₀₀ dΩ = (√3/4π) ∫ cos²θ dΩ = (√3/4π)(4π/3) = 1/√3.

For m_l = ±1 the integrand contains e^(∓iφ) and the φ integral vanishes. Therefore

⟨2p, 0|z|2s⟩ = r₂₂/√3 = −3,  ⟨2p, ±1|z|2s⟩ = 0.

The sign depends on the sign chosen for u₂ₛ and drops out of every rate.

**(b) Construct the 2P states of definite j, find the matrix elements V_j of H′ between them and 2S1/2, and find Δ to leading order in α.**

Solution. Let l and s be the orbital and spin operators and j = l + s. The operator z commutes with j_z, so m is conserved. Start from 2S with m = +1/2, spin up. The 2P states with m = 1/2 are spanned by |0↑⟩ and |1↓⟩, labelled by m_l and spin. Write

l·s = l_z s_z + ½(l₊s₋ + l₋s₊).

The diagonal elements come from l_z s_z and are 0 for |0↑⟩ and −1/2 for |1↓⟩. Since l₊|0⟩ = √2|1⟩ and s₋|↑⟩ = |↓⟩, the off-diagonal element is √2/2 = 1/√2. The eigenvalues λ obey

(0 − λ)(−1/2 − λ) − 1/2 = λ² + λ/2 − 1/2 = 0,  so λ = 1/2 or λ = −1.

From j² = l² + s² + 2 l·s one has λ = ½[j(j+1) − 2 − 3/4], which is 1/2 for j = 3/2 and −1 for j = 1/2. For an eigenvector a|0↑⟩ + b|1↓⟩ the first row of the eigenvalue equation reads b/√2 = λa. For λ = −1 this gives b = −√2 a, and for λ = 1/2 it gives b = a/√2. Normalizing with a > 0,

|1⟩ = |2P1/2, ½⟩ = (1/√3)|0↑⟩ − √(2/3)|1↓⟩,
|3⟩ = |2P3/2, ½⟩ = √(2/3)|0↑⟩ + (1/√3)|1↓⟩.

H′ does not act on spin, and by (a) it connects 2s only to m_l = 0, so only the |0↑⟩ components count:

V₁ = ⟨1|Fz|2S↑⟩ = −3F/√3 = −√3 F,
V₃ = ⟨3|Fz|2S↑⟩ = −3F√(2/3) = −√6 F.

In ordinary units |V₁| = √3 eEa₀ and |V₃| = √6 eEa₀. The squares add to 3F² + 6F² = 9F², the square of the spinless element, because the two j states are complete in this two-dimensional space. The states with m = ±3/2 and m = −1/2 are not reached. H′ is odd under parity, so it has no element between any two 2P states. For 2S with m = −1/2 the space {|0↓⟩, |−1↑⟩} has the same l·s matrix, so the moduli, and everything below, are the same. The problem is thus one of three levels: 2S, |1⟩ and |3⟩. The program obtains √3 and √6 by diagonalizing l·s numerically in a Cartesian p basis and integrating over the sphere.

At relative order α² the only term of the Pauli Hamiltonian that distinguishes the two j values of 2P is the spin-orbit term (α²/2) l·s/r³, written for g = 2 and including the Thomas factor. Hence

Δ = (α²/2)⟨r⁻³⟩[½ − (−1)] = (α²/2)(1/24)(3/2) = α²/32.

This gives 1.66410 × 10⁻⁶ hartree; the difference of the Dirac energies is 1.66416 × 10⁻⁶, and the Dirac value is used below. In the Dirac theory 2S1/2 and 2P1/2 are degenerate, which is why L must come from outside. The anomalous magnetic moment, which changes Δ at relative order α/π, is not included.

**(c) Derive the matrix of 2P → 1S decay rates among the six 2P states. Does it connect j = 1/2 with j = 3/2?**

Solution. In the dipole approximation the coupling to the radiation field is r·E(0), with the field quantized in a volume Ω_V:

E(0) = Σ_k i √(2πω_k/Ω_V) e_k (a_k − a_k†).

Here k labels wave vector and polarization, and e_k is a real polarization vector. The amplitude to go from the 2P state b to 1S with spin m_s and one photon k is

g_{kb} = −i √(2πω_k/Ω_V) ⟨1s m_s|e_k·r|b⟩.

The number of modes per polarization is Ω_V ω² dω dΩ/(2πc)³. Define the decay matrix as the golden-rule expression with two possibly different initial states,

Γ_ab = 2π Σ g*_{ka} g_{kb} δ(energy),

summed over photon modes and final spin. The prefactor is 2π · 2πω · ω²α³/(8π³) = α³ω³/(2π), so

Γ_ab = (α³ω³/2π) Σ_{m_s} ∫dΩ Σ_e ⟨a|e·r|1s m_s⟩⟨1s m_s|e·r|b⟩.

The two polarizations and the direction n form an orthonormal triad, so Σ_e e_i e_k = δ_ik − n_i n_k. The integral ∫ n_i n_k dΩ is an isotropic tensor with trace 4π, hence (4π/3)δ_ik, and

∫dΩ Σ_e e_i e_k = (4π − 4π/3) δ_ik = (8π/3) δ_ik.

This gives

Γ_ab = (4/3) α³ω³ Σ_{m_s} Σ_i ⟨a|r_i|1s m_s⟩⟨1s m_s|r_i|b⟩.

Take the real p orbitals with angular parts √(3/4π) n_k. The angular integral of (a) generalizes to (√3/4π)∫ n_i n_k dΩ = δ_ik/√3, so

⟨1s m_s|r_i|2p_k m_s′⟩ = (r₁₂/√3) δ_ik δ(m_s, m_s′).

The double sum is then (r₁₂²/3) times the unit matrix on the six states. A multiple of the unit matrix keeps its form in every orthonormal basis, in particular the j, m basis:

Γ_ab = γ δ_ab,  γ = (4/3) α³ω³ r₁₂²/3.

With ω = ½ − ⅛ = 3/8 = 3/2³ and r₁₂²/3 = 2¹⁴·6/(3¹⁰·3) = 2¹⁵/3¹⁰,

γ = (2²/3)(3³/2⁹)(2¹⁵/3¹⁰) α³ = (2/3)⁸ α³.

There is no element between j = 1/2 and j = 3/2. The equality of the two diagonal rates uses a common ω and a common radial function and holds up to relative order α². The vanishing of the j–j′ element is more general: Γ is summed over all directions and is a rotational scalar, so it cannot connect different j. The program tests Γ_ab = γ δ_ab by explicit quadrature over directions and polarization vectors.

**(d) Eliminate the photon continuum and derive the equation for the complex energy of the long-lived state.**

Solution. Write the state as c|2S⟩ + Σ_j p_j|j⟩ + Σ_k b_k|k⟩, where |k⟩ is 1S with one photon (k now includes the final spin) and has energy η_k = E(1S) + ω_k on the scale whose zero is 2S. The Schrödinger equation gives, with real V_j,

i dc/dt = Σ_j V_j p_j,
i dp_j/dt = E_j p_j + V_j c + Σ_k g*_{kj} b_k,
i db_k/dt = η_k b_k + Σ_j g_{kj} p_j.

With b_k(0) = 0 the last equation integrates to

b_k(t) = −i ∫₀ᵗ e^(−iη_k(t−t′)) Σ_j′ g_{kj′} p_j′(t′) dt′.

Insert this in the second equation. The mode sum is converted with the definition of (c), now regarded as a function of the final energy η:

Σ_k g*_{kj} g_{kj′} e^(−iη_k τ) = ∫ (dη/2π) Γ_jj′(η) e^(−iητ).

Γ(η) changes appreciably only when η changes by an amount comparable with ω = 3/8, whereas p_j(t) contains only frequencies of size L, Δ and γ, which are smaller by five orders of magnitude or more. Γ(η) may therefore be replaced by its value γ δ_jj′ near η = 0 (the Wigner–Weisskopf approximation), and the η integral becomes γ δ_jj′ δ(τ). The δ function sits at the end of the range of t′, so half of it contributes, and the photon term is −(iγ/2) p_j. The variation of Γ(η) far from η = 0 produces in addition a real level shift. That shift is part of the radiative shift already contained in the physical L and must not be added again. The equations close:

i dc/dt = Σ_j V_j p_j,
i dp_j/dt = ε_j p_j + V_j c,  ε_j = E_j − iγ/2.

Seek solutions proportional to e^(−iEt). The second equation gives

p_j = V_j c/(E − ε_j),

and the first then gives the pole equation

E = f(E),  f(E) = Σ_j V_j²/(E − ε_j).

Clearing denominators yields a cubic. For F → 0 its roots are 0, ε₁ and ε₃. Populations vary as |e^(−iEt)|² = e^(2 Im E · t), so each root has the decay rate Γ = −2 Im E. In a weak field the two roots near ε_j decay at nearly γ. After a time t ≫ 1/γ only the root near zero survives, however the field was switched on, and its rate is the quenching rate.

One exact relation shows its meaning. From the two equations, d|c|²/dt = 2 Σ V_j Im(c* p_j) and d|p_j|²/dt = −γ|p_j|² + 2V_j Im(p_j* c). The V terms cancel in the sum, so for a single mode

Γ = γ Σ_j |p_j|² / (|c|² + Σ_j |p_j|²).

The rate is γ times the fraction of P character.

The program tests the elimination without assuming it. It builds a Hermitian model with the three levels and two discretized photon continua, for |0↑⟩ and |1↓⟩ decay, propagates it exactly, and reads off the late slope of ln|c|². In units of the 2P width, and with V₁² = V₀²/3, V₃² = 2V₀²/3, model A (E₁ = −1.0, E₃ = 2.5, V₀ = 0.5) gives 0.08627 against 0.08622 from the pole equation, and model B (E₁ = 0, E₃ = 2.5, V₀ = 0.2) gives 0.06055 against 0.06058. Differences below one part in a thousand of the pole value are of the size expected from the finite band: for a flat continuum on (−W, W) the photon term is (γ/2π)∫dη/(E − η + i0) = (γ/2π) ln[(W+E)/(W−E)] − iγ/2 ≈ γE/(πW) − iγ/2, and the first piece is absent from the pole equation. The program also asserts that in model A the propagated rate differs by more than ten percent from the pole rate computed without the j = 3/2 level.

**(e) Solve to order F². Give the rate and the level shift, and discuss the role of the width, the limit Δ → 0, the line shape of the emitted light and the field-free decay of 2S.**

Solution. Define D_j = −ε_j:

D₁ = L + iγ/2,  D₃ = L − Δ + iγ/2.

The root sought is of order F², so to that order E may be set to zero on the right of E = f(E):

E⁽²⁾ = f(0) = 3F²/D₁ + 6F²/D₃.

For D = x + iγ/2 one has 1/D = (x − iγ/2)/(x² + γ²/4). Taking −2 times the imaginary part,

Γ = γF² [ 3/(L² + γ²/4) + 6/((Δ − L)² + γ²/4) ].

In ordinary units, with L and Δ as energies,

Γ = γ (eEa₀)² [ 3/(L² + ħ²γ²/4) + 6/((Δ − L)² + ħ²γ²/4) ].

The first term is the Bethe–Lamb quenching rate through 2P1/2, and the second is the 2P3/2 contribution. The same expression follows from the exact relation of (d) with p_j = V_j c/D_j and the denominator replaced by |c|². The two terms add with no cross term because |1⟩ and |3⟩ are orthogonal and the decay matrix is diagonal. The real part is the quadratic Stark shift within the n = 2 levels,

Re E⁽²⁾ = F² [ 3L/(L² + γ²/4) − 6(Δ − L)/((Δ − L)² + γ²/4) ].

The level below pushes 2S up and the level above pushes it down. For γ ≪ L the ratio of the 3/2 term to the 1/2 term is 2L²/(Δ − L)² in the rate but −2L/(Δ − L) in the shift, so the distant level matters much more for the shift.

Width. Regarded as a function of the separation x, each term γV²/(x² + γ²/4) is a Lorentzian of full width γ at half maximum, with area 2πV² and peak 4V²/γ. This is the golden rule 2πV² × (density of states), the P level being spread into the normalized Lorentzian (γ/2π)/(x² + γ²/4). Without the width the formula would diverge at x = 0. For γ ≪ L,

1/(L² + γ²/4) = (1/L²)(1 − γ²/4L² + …),

so the width lowers the leading term by the fraction γ²/4L². Model B sits at L = 0, where the second-order rate is finite only because of the width. The exact rate cannot diverge: by the relation in (d) it never exceeds γ.

Limit Δ → 0. Then D₁ = D₃ and Γ = 9γF²/(L² + γ²/4), the result for a spinless electron with matrix element 3F, as it must be when spin plays no part.

Line shape. Insert p_j(t′) = p_j e^(−iEt′) in the expression for b_k. Since Im(η − E) = Γ/2 > 0, ∫₀^∞ e^(i(η−E)t′) dt′ = i/(η − E), and at late times

|b_k|² = |Σ_j g_{kj} p_j|² / [(η_k − Re E)² + Γ²/4].

The light from the long-lived mode is a Lorentzian of full width Γ centred on the shifted 2S–1S frequency. It has neither the 2P frequency nor the width γ; the P levels are only intermediate states. This describes the long-lived mode alone. If the field is switched on suddenly, the short-lived modes are also excited and add a weak line of width about γ at the 2P1/2 frequency, carrying a fraction of about |V₁|²/|D₁|² of the photons.

Field-free decay. A rate γ_S for two-photon decay adds −(iγ_S/2)c to the first equation. The field-free radiative self-energy conserves parity, so it adds no S–P element. The pole equation becomes E = −iγ_S/2 + f(E), whose first iterate is −iγ_S/2 + f(−iγ_S/2). The second term is f(0) with γ replaced by γ − γ_S. The total rate is therefore γ_S + Γ, with a relative error in Γ of order γ_S/γ.

This part has derived the pole equation for the long-lived state and, to order F², its quenching rate and Stark shift. What remains is the F⁴ correction and the limits of the weak-field result, the anisotropy of the emitted light, the numerical values for hydrogen, and an estimate of what has been left out.
